# Why a half-cylindrical line breaks up like a free cylinder

## What goes wrong without the result

A copper line of half-circular section lies on a flat substrate and is heated until its surface atoms move. Will it break into beads, and how fast? Two plausible arguments give wrong answers. The first says that the substrate supports the line and must slow the instability below that of a free cylinder of the same radius. The second holds the edges of the line fixed, which for a half-circular section removes the instability altogether. For the 20 nm line treated below, the model with free edges gives a growth rate of $+0.769\ \mathrm{s^{-1}}$; at the same wavelength, fixed edges give $-0.920\ \mathrm{s^{-1}}$. The edge condition decides even the sign.

With a contact angle of 90 degrees, freely moving contact lines and a substrate that neither carries nor absorbs matter, the growth rate is that of a free cylinder of the same radius. The reason is reflection symmetry. Three things must respect the mirror: the energy, the contact condition and the transport law. They are taken in turn, and then each is spoiled to see how much it matters.

## Setting and conventions

The substrate is the plane $y=0$, rigid and flat. The metal surface is $r=r(\phi,z,t)$ with $0<\phi<\pi$, where $x=r\cos\phi$, $y=r\sin\phi$ and $z$ runs along the line. The unperturbed shape is $r=R$. "Axisymmetric" means that $r$ does not depend on $\phi$. The surface energy $\gamma$ is isotropic. The curvature $\kappa$ is the sum of the principal curvatures, positive for a cylinder, where it equals $1/R$. An axial wavenumber $q$ is scaled as $k=qR$, and disturbances vary in time as $e^{\sigma t}$.

## Contribution 1: the energy

Let $\gamma_s$ be the energy per area of bare substrate and $\gamma_{ms}$ that of the metal–substrate interface. Young's equation for contact angle $\theta$ is

$$\gamma_s=\gamma_{ms}+\gamma\cos\theta .$$

At 90 degrees $\gamma_{ms}=\gamma_s$: covering the substrate costs nothing. Apart from a constant, the energy is $\gamma A$, with $A$ the free area. Reflecting the line in the substrate doubles both $A$ and the volume, so energy per volume is unchanged.

To see what this energy favours, we need the area to second order. The surface point $\mathbf X=(r\cos\phi,r\sin\phi,z)$ has tangent vectors

$$\mathbf X_\phi=(r_\phi\cos\phi-r\sin\phi,\ r_\phi\sin\phi+r\cos\phi,\ 0),\qquad \mathbf X_z=(r_z\cos\phi,\ r_z\sin\phi,\ 1).$$

Their cross product has squared length $r^2+r_\phi^2+r^2r_z^2$. With $r=R+u$ and $u$ small,

$$A=\int\!\!\int\sqrt{r^2(1+r_z^2)+r_\phi^2}\;d\phi\,dz\simeq\int\!\!\int\Big[R+u+\frac{R u_z^2}{2}+\frac{u_\phi^2}{2R}\Big]d\phi\,dz .$$

The volume is $\int\!\!\int \tfrac12 r^2\,d\phi\,dz$. Keeping it fixed requires $\int\!\!\int(Ru+u^2/2)=0$, so $\int\!\!\int u=-\int\!\!\int u^2/(2R)$. Substitution gives the energy change

$$\Delta E=\frac{\gamma}{2R}\int\!\!\int\big[u_\phi^2+R^2u_z^2-u^2\big]\,d\phi\,dz. \tag{1}$$

For $u\propto\cos qz$, the average of $R^2u_z^2$ over $z$ is $k^2$ times that of $u^2$. An axisymmetric ripple therefore lowers the energy when $k<1$, that is, when its wavelength exceeds $2\pi R$. This is the Rayleigh criterion, here obtained on the half line. Energy alone gives the threshold but not the rate.

## Contribution 2: the contact condition

The $y$ component of $\mathbf X_\phi\times\mathbf X_z$ is $-(r_\phi\cos\phi-r\sin\phi)$. At the contact lines it becomes

$$-r_\phi\ \ (\phi=0),\qquad +r_\phi\ \ (\phi=\pi).$$

A 90 degree angle means that the surface normal lies in the substrate plane, so its $y$ component vanishes:

$$r_\phi=0\quad\text{at}\quad\phi=0,\pi. \tag{2}$$

No small-amplitude approximation has been made. Condition (2) is also what a smooth surface satisfies if it is even under the reflection $\phi\to-\phi$. The contact line itself may move: $r$ at the wall is unrestricted.

## Contribution 3: the transport law

Surface atoms have chemical potential $\mu=\mu_0+\Omega\gamma\kappa$, with $\Omega$ the atomic volume. With $\nu_s$ mobile atoms per area and surface diffusivity $D_s$, their flux is $\mathbf J=-(D_s\nu_s/k_BT)\nabla_s\mu$. Conservation gives the outward normal velocity $v_n=-\Omega\nabla_s\!\cdot\mathbf J$, hence

$$v_n=B\nabla_s^2\kappa,\qquad B=\frac{D_s\gamma\,\Omega^{4/3}}{k_BT}, \tag{3}$$

where $\nu_s=\Omega^{-2/3}$ has been taken, one mobile atom per atomic area.

No atoms enter the interface, so the flux across the contact line must vanish. At the wall $\mathbf X_\phi\cdot\mathbf X_z=r_\phi r_z=0$ by (2). The direction across the contact line is therefore the $\phi$ direction, and the condition is

$$\kappa_\phi=0\quad\text{at}\quad\phi=0,\pi. \tag{4}$$

This too is the condition of an even surface.

## Joining the two halves

Extend a half-line solution to the full circle by $r(-\phi,z,t)=r(\phi,z,t)$. Equation (3) is unchanged by reflection, so it holds on each half. The remaining question is whether the seam hides a kink or a source.

Even derivatives in $\phi$ match automatically, and the first derivative matches by (2). For the third, differentiate $\kappa$ with respect to $\phi$ at the seam. Since $r_\phi=0$ all along the contact line, $r_{\phi z}$ and $r_{\phi zz}$ vanish as well. Reflection symmetry makes $\kappa$ even in the pair $(r_\phi,r_{\phi z})$, so its derivatives with respect to these two vanish there. What survives is $\kappa_\phi=(\partial\kappa/\partial r_{\phi\phi})\,r_{\phi\phi\phi}$, and (4) gives $r_{\phi\phi\phi}=0$. All derivatives that the fourth-order equation needs are continuous, and the joined surface is a genuine free-cylinder solution.

Conversely, a smooth even cylinder solution has vanishing odd derivatives at the mirror plane. It satisfies (2) and (4), and its upper half is a half-line solution. An even initial shape stays even, provided the evolution from given initial data is unique. The correspondence thus covers large amplitudes too, while the surface remains smooth and describable by $r(\phi,z,t)$; it does not cover the pinch-off itself.

An axisymmetric ripple is even. The equality of growth rates follows before any rate has been calculated.

## The rates and the missing modes

The curvature is the change of area per change of volume. Varying the second-order area and integrating by parts gives

$$\delta A=\int\!\!\int\Big(1-Ru_{zz}-\frac{u_{\phi\phi}}{R}\Big)\delta u\,d\phi\,dz,\qquad \delta V=\int\!\!\int(R+u)\,\delta u\,d\phi\,dz .$$

The wall terms contain $u_\phi$ and vanish by (2). Dividing the integrands and keeping first order,

$$\kappa=\frac1R-\frac{u+u_{\phi\phi}}{R^2}-u_{zz}. \tag{5}$$

The modes $u\propto\cos(m\phi)\cos(qz)$, $m=0,1,2,\dots$, satisfy both wall conditions, and the cosines are complete on $0<\phi<\pi$. For each, $\delta\kappa=(m^2+k^2-1)u/R^2$, while the surface Laplacian multiplies by $-(m^2+k^2)/R^2$. To first order $v_n=u_t$, so

$$\sigma=-\frac{B}{R^4}(m^2+k^2)(m^2+k^2-1). \tag{6}$$

For $m\ge1$ and $k>0$ this is negative. For $m=0$,

$$\sigma=\frac{B}{R^4}k^2(1-k^2). \tag{7}$$

Setting the derivative $2k-4k^3$ to zero gives $k=1/\sqrt2$, a maximum rate $B/(4R^4)$ and a wavelength $2\pi\sqrt2\,R$. The factor $k^2$ expresses the slow transport over long distances; the factor $1-k^2$ is the energy gain found in (1).

The half line does not share the whole spectrum. A free cylinder also has the odd modes $\sin(m\phi)$, with the same rates for $m\ge1$. The mode $\sin\phi$ displaces the cylinder vertically, which the contact condition (2) forbids; $\cos\phi$ displaces it sideways, which free contact lines allow. Since no odd mode grows, nothing unstable is lost.

The equality was tested by computing the two sides separately. The half line was expanded in polynomials of the angle, without a mirror image or built-in cosines. The cylinder rate came from the nonlinear law (3) for a ripple of amplitude $10^{-4}R$. At $k=0.30$, $0.70$, $0.95$ and $1.20$ both gave $0.081900$, $0.249900$, $0.087994$ and $-0.633600$ in units of $B/R^4$.

## A second transport law: the liquid line

The argument needs a mirror-symmetric transport law, not surface diffusion in particular. Take an inviscid liquid of density $\rho$ with velocity $\nabla\Phi$ and $\nabla^2\Phi=0$. An impermeable wall requires $\Phi_y=0$ at $y=0$, again the even condition. For $u=u_0e^{\sigma t}\cos qz$, the regular axisymmetric potential is $\Phi=C\,I_0(qr)e^{\sigma t}\cos qz$, with $I_n$ the modified Bessel functions.

The surface moves with the liquid, $u_t=\Phi_r$, so $\sigma u_0=CqI_1(k)$. The linear Bernoulli equation is $\rho\Phi_t=-\gamma\,\delta\kappa$, so by (5) $\rho\sigma C I_0(k)=\gamma(1-k^2)u_0/R^2$. Eliminating $C$ gives

$$\sigma^2=\frac{\gamma}{\rho R^3}\,k(1-k^2)\frac{I_1(k)}{I_0(k)}, \tag{8}$$

the rate of a free inviscid jet. Its maximum is $0.343\sqrt{\gamma/\rho R^3}$ at $k=0.697$.

For a viscous liquid, an even flow has $v_x,v_z$ even in $y$ and $v_y$ odd. At the plane $v_y=0$ and the shear stresses vanish. The equality therefore survives viscosity if the wall is impermeable and free of shear. A no-slip wall breaks it, because the cylinder's flow slides along the mirror plane. For the fastest inviscid mode, the peak sliding speed on the plane's centre line is $1/I_1(k)=2.70$ times the peak normal speed of the free surface.

## Spoiling each contribution

**Contact angle.** Measure $\alpha$ from the top of a circular cap that meets the substrate at $\alpha=\pm\theta$. A normal displacement $u$ moves the right contact point to $\theta+\delta\alpha$. It must stay on the plane, so $(R+u)\cos(\theta+\delta\alpha)=R\cos\theta$ and $\delta\alpha=u\cot\theta/R$. The normal there is tilted by $\theta+\delta\alpha-u_\alpha/R$ from the vertical, and this must remain $\theta$. Hence $u_\alpha=\pm u\cot\theta$ at $\alpha=\pm\theta$, which reduces to the even condition at 90 degrees.

For long waves each section remains a circular cap, of area $S=R^2(\theta-\sin\theta\cos\theta)$ and arc length $2R\theta$. Integrating (3) over the arc gives $S_t=2R\theta B\,\kappa_{zz}$ to first order. Since $\kappa=1/R$,

$$\frac{d\kappa}{dS}=-\frac{1}{R^2}\,\frac{1}{2R(\theta-\sin\theta\cos\theta)},\qquad
\sigma\simeq\frac{B}{R^4}k^2\,\frac{\theta}{\theta-\sin\theta\cos\theta}. \tag{9}$$

At equal $R$ this matches the cylinder when $\sin\theta\cos\theta=0$, which between 0 and 180 degrees means 90 degrees.

**Contact-line friction.** Let the line resist motion with a force $\zeta$ per length and velocity. The surface pulls it with the horizontal force $\gamma u_\phi/R$ at $\phi=0$, so $\zeta u_t=\gamma u_\phi/R$ there, with the opposite sign at $\phi=\pi$. A moving line now departs from 90 degrees.

The threshold nevertheless stays at $k=1$. Diffusion and friction both dissipate, so $\Delta E$ cannot rise. A growing mode has $\Delta E\propto e^{2\sigma t}$ and must have $\Delta E<0$, which (1) forbids for $k\ge1$. For $0<k<1$ a uniform ripple starts with $\Delta E<0$ and cannot relax to zero. Nor can it end in a neutral state: that would need $u_\phi=0$ at the walls and $\delta\kappa=0$, hence $m^2=1-k^2$ with integer $m$. So a growing mode exists.

**Pinned lines.** Now $u=0$ at both walls. Expanding in $\sin(m\phi)$, $m\ge1$, shows that $\int u_\phi^2d\phi\ge\int u^2d\phi$. The energy (1) is then positive for every $k>0$, and the line is stable. Pinning removes the uniform swelling that drives the instability. This holds only up to 90 degrees. On an arc of angular width $2\theta$ the lowest sine has wavenumber $\pi/2\theta$, so a pinned line can still lower its energy when $k^2<1-(\pi/2\theta)^2$, and above 90 degrees it remains unstable to long waves.

**Interface diffusion.** Let the interface conduct atoms with $\beta$ times the surface transport coefficient, without itself taking up matter. For long waves the path of width $\pi R$ gains another of weighted width $2\beta R$, and the rate is multiplied by $1+2\beta/\pi$. The free cylinder has no such path in its mirror plane.

## Weighing them for a copper line

Take an uncapped line with $R=20$ nm at 673 K, and rough typical values $\gamma=1.7\ \mathrm{J/m^2}$ and $D_s=1.0\times10^{-8}\ \mathrm{cm^2/s}$. The lattice constant is set to 0.3615 nm for the calculation; with four atoms per cubic cell this gives $\Omega=0.3615^3/4=0.01181\ \mathrm{nm^3}$. With $k_BT=0.0580$ eV,

$$B=\frac{(1.0\times10^{-8}\,\mathrm{cm^2/s})(1.7\,\mathrm{J/m^2})(0.01181\,\mathrm{nm^3})^{4/3}}{0.0580\,\mathrm{eV}}=4.92\times10^5\ \mathrm{nm^4/s}.$$

Dividing by $R^4=1.6\times10^5\ \mathrm{nm^4}$ gives $B/R^4=3.08\ \mathrm{s^{-1}}$. The largest growth rate is a quarter of this, $0.769\ \mathrm{s^{-1}}$, at a wavelength of 178 nm. Ripples shorter than 126 nm decay. Because the inputs are rough, the three figures kept in the rates serve only to compare models computed from the same inputs; they are not the accuracy of a prediction.

The scale of thermal ripples is set by $\sqrt{k_BT/\gamma}=0.074$ nm, taken here as the starting amplitude. Extrapolating linear growth until the amplitude equals $R$ gives $\ln(20/0.0739)/0.769\approx7$ s. This is an order-of-magnitude estimate, since the linear law fails before break-up.

The table changes one assumption at a time. The cross-sectional area is held fixed, so $R$ changes with the contact angle. The drag is $\zeta=\gamma R^3/B=2.8\times10^7$ Pa s, chosen to give friction a visible effect rather than taken from a material.

| Change | Largest rate (1/s) |
|---|---|
| none | 0.769 |
| angle 60° | 0.336 |
| angle 80° | 0.606 |
| angle 100° | 0.946 |
| angle 120° | 1.320 |
| contact-line drag | 0.605 |
| interface, $\beta=0.1$ | 0.810 |

A departure of 10 degrees moves the rate by about a fifth; at 120 degrees it is 1.7 times the 90 degree value. That rise comes from the smaller radius, 15.8 nm; a free cylinder of that radius grows faster still, and the 120 degree line reaches only 0.66 of its rate. A free cylinder with the same cross-section as the line has radius $R/\sqrt2$ and grows at $3.08\ \mathrm{s^{-1}}$, faster than every entry in the table. The chosen drag lowers it by 21 percent and lengthens the fastest wavelength to 189 nm. Interface diffusion at the assumed ratio adds 5 percent. At 90 degrees pinning is different in kind, since it reverses the sign; at 120 degrees and the same cross-section a pinned line still grows, at $0.46\ \mathrm{s^{-1}}$ with a wavelength of 213 nm. Because the drag scale $\gamma R^3/B$ falls as $R^3$, a given $\zeta$ matters more for a thinner line.

Some neglected effects change the rate without necessarily breaking the equality. Suppose the surface energy is $\gamma(1+e\cos4\psi)$, where $\psi$ is the tilt of the normal along the axis. For small slope,

$$\gamma(\psi)\sqrt{1+r_z^2}\simeq\gamma(1+e)+\tfrac12\gamma(1-15e)\,r_z^2,$$

because the second derivative at $\psi=0$ is $-16e\gamma$. Equation (7) becomes $\sigma=(B/R^4)k^2[(1+e)-(1-15e)k^2]$, with maximum $(B/4R^4)(1+e)^2/(1-15e)$. For $e=+0.01$ the factor is 1.20, and for $e=-0.01$ it is 0.85: one percent in energy becomes 15 to 20 percent in rate. The half line and cylinder share this change if the substrate plane is a mirror plane of the crystal's surface properties. A general crystal orientation lacks that symmetry.

Equation (3) takes the mobile-atom density $\nu_s$ as independent of curvature, which requires $\gamma\Omega/(Rk_BT)$ to be small; here it is 0.108. If the density instead varies as $e^{\Omega\gamma\kappa/k_BT}$ from its flat-surface value, the rate rises by a factor $e^{0.108}$, about 11 percent, for both bodies. Gravity does break the mirror, but its ratio to capillarity, $\rho gR^2/\gamma$, is $2\times10^{-11}$.

For a molten line of the same radius, take roughly $\gamma=1.3$ N/m, $\rho=8000\ \mathrm{kg/m^3}$ and viscosity $\eta=4$ mPa s. Equation (8) gives $1.5\ \mathrm{ns^{-1}}$. In one growth time a no-slip wall slows the liquid over a depth of about $\sqrt{\eta/\rho\sigma}=18$ nm, nearly the whole radius. The inviscid rate cannot be carried over to such a wall. Even with perfect slip, the Ohnesorge number $\eta/\sqrt{\rho\gamma R}=0.28$ says that viscosity is not negligible.

## Beside a real interconnect

The radius corresponds to a line 40 nm wide, a realistic interconnect dimension. Finished copper interconnects, however, sit in trenches with liners and a cap. They lack the free surface assumed here, so the rates do not apply to them. The nearer case is an exposed line during annealing. Copper generally wets clean oxide poorly, with an angle above 90 degrees; the 120 degree entry shows the size of that correction, a factor of 1.7 at fixed cross-section. Surface diffusivity is the least certain input, because contamination can change it greatly. The rate is proportional to $D_s$, while the preferred wavelength in (7) does not contain it. Grain boundaries and facets are left out. The 178 nm spacing is therefore a more robust prediction of this model than the time of seconds, provided the contact lines are free. It is not fixed, however: at a contact angle of 120 degrees and the same cross-section it becomes 156 nm, and the anisotropy above changes it to 163 nm for $e=+0.01$ or 192 nm for $e=-0.01$. The remaining computed values are in the numerical output.

## Computed results

```
Scaled rates sigma R^4/B: half line, free cylinder
  k = 0.30: 0.081900, 0.081900
  k = 0.70: 0.249900, 0.249900
  k = 0.95: 0.087994, 0.087994
  k = 1.20: -0.633600, -0.633600
Half line, k = 0.70, m = 0,1,2: [  0.2499  -0.7301 -15.6701]
Fastest solid mode: k = 0.7071, scaled rate = 0.2500
SOLID COPPER LINE
Radius = 20.0 nm; temperature = 673 K
Surface energy = 1.70 J/m^2
Surface diffusivity = 1.0e-08 cm^2/s
Lattice constant = 0.3615 nm
Atomic volume = 0.01181 nm^3
Thermal energy = 0.0580 eV
B = 4.921e+05 nm^4/s
B/R^4 = 3.076 1/s
Fastest wavelength = 177.7 nm
Shortest unstable wavelength = 125.7 nm
Largest growth rate = 0.769 1/s
e-folding time = 1.30 s
Thermal-scale ripple = 0.0739 nm
Linear break-up time = 7.28 s
NEGLECTED EFFECTS
Other contact angles, equal cross-section area:
  60 deg: R = 32.0 nm, rate = 0.336 1/s, wavelength = 219.2 nm
  80 deg: R = 22.6 nm, rate = 0.606 1/s, wavelength = 188.7 nm
  100 deg: R = 18.1 nm, rate = 0.946 1/s, wavelength = 168.8 nm
  120 deg: R = 15.8 nm, rate = 1.320 1/s, wavelength = 156.2 nm
Contact-line drag gamma R^3/B = 2.76e+07 Pa s
  largest rate with this drag = 0.605 1/s
  its wavelength = 188.8 nm
Pinned lines at fastest free k: -0.920 1/s
Interface/surface transport ratio = 0.10
  largest rate = 0.810 1/s
Anisotropy e = -0.01: rate factor = 0.852
Anisotropy e = +0.01: rate factor = 1.200
Gibbs-Thomson exponent gamma Omega/(R kT) = 0.108
Mass density = 8900 kg/m^3; Bond number = 2.1e-11
MOLTEN COPPER LINE, SAME RADIUS
Surface tension = 1.30 N/m
Density = 8000 kg/m^3; viscosity = 4.0 mPa s
Fastest k = 0.6970; scaled rate = 0.3433
Inviscid growth rate = 1.547 1/ns
Wall sliding / arc normal speed = 2.702
Viscous layer thickness = 18.0 nm
Ohnesorge number = 0.277
```
